# Half-Integer Pseudorotation in the Linear E x e Jahn-Teller Model

Suppose the vibronic levels of a Jahn-Teller system are to be computed on its lower adiabatic surface alone. The surface has a ring-shaped trough around a conical intersection, and the nuclear wavefunction must close on itself after a circuit of the trough. A choice has to be made before any matrix is set up: is that function periodic or antiperiodic in the angle? The potential energy surface does not contain the answer. The wrong choice gives a nondegenerate ground state where the model has a doublet, and wrong spacings above it. The answer lies in the sign of the electronic state.

## The model and its two sheets

Two electronic states, degenerate at the symmetric geometry, form a fixed real basis: they do not change as the nuclei move. They couple linearly to two degenerate vibrational coordinates, written in polar form as $(Q_x,Q_y)=\rho(\cos\phi,\sin\phi)$. Energies are in units of $\hbar\omega$ and coordinates in oscillator lengths $\sqrt{\hbar/M\omega}$, where $\omega$ is the frequency and $M$ the mass of the mode. The Hamiltonian is

$$H=-\tfrac12\nabla^2+\tfrac12\rho^2+W,\qquad W=k(Q_x\sigma_z+Q_y\sigma_x). \tag{1}$$

The Pauli matrices act on the two electronic states, and $k>0$ is a dimensionless coupling strength. Anharmonicity, quadratic coupling and spin-orbit coupling are left out. In polar form,

$$W=k\rho\begin{pmatrix}\cos\phi&\sin\phi\\ \sin\phi&-\cos\phi\end{pmatrix}. \tag{2}$$

The matrix in (2) has trace zero and determinant $-1$, so its eigenvalues are $\pm1$. The adiabatic potentials are therefore

$$E_\pm(\rho)=\tfrac12\rho^2\pm k\rho,\qquad E_-(\rho)=\tfrac12(\rho-k)^2-\tfrac12k^2. \tag{3}$$

They meet at $\rho=0$, where their difference $2k\rho$ vanishes linearly: this is the conical intersection. The lower sheet has its minimum on the circle $\rho=k$, at a depth $k^2/2$ below the intersection. Motion around this circle, at no cost in potential energy, is called pseudorotation.

## The sign of a real electronic state

Normalized real eigenvectors of (2) are

$$|+\rangle=\begin{pmatrix}\cos(\phi/2)\\ \sin(\phi/2)\end{pmatrix},\qquad |-\rangle=\begin{pmatrix}-\sin(\phi/2)\\ \cos(\phi/2)\end{pmatrix}. \tag{4}$$

To verify the first, apply the matrix in (2) to $|+\rangle$. The upper component is $\cos\phi\cos(\phi/2)+\sin\phi\sin(\phi/2)=\cos(\phi/2)$, and the lower one is $\sin\phi\cos(\phi/2)-\cos\phi\sin(\phi/2)=\sin(\phi/2)$. The eigenvalue is thus $+1$. The vector $|-\rangle$ is orthogonal to $|+\rangle$, so it belongs to the eigenvalue $-1$.

The half-angle is the source of the sign change. Raising $\phi$ by $2\pi$ raises $\phi/2$ by $\pi$, and

$$|\pm(\phi+2\pi)\rangle=-|\pm(\phi)\rangle. \tag{5}$$

The matrix (2) has returned to its initial value, but its continuously followed eigenvectors have not.

The path need not be a circle. Away from $\rho=0$ the eigenvalues are distinct, so a normalized real eigenvector is fixed up to a sign, and continuity along the path leaves no freedom after the starting sign is chosen. On a closed path that avoids $\rho=0$, the continuously followed angle changes by $2\pi w$, where the integer $w$ is the winding number about the intersection. Equation (4) then gives

$$|\pm\rangle_{\rm end}=(-1)^w|\pm\rangle_{\rm start}. \tag{6}$$

One circuit reverses the sign, two circuits restore it, and a loop beside the intersection leaves it unchanged.

The same geometry appears in the nonadiabatic coupling. Differentiating (4),

$$\partial_\phi|+\rangle=\tfrac12\begin{pmatrix}-\sin(\phi/2)\\ \cos(\phi/2)\end{pmatrix}=\tfrac12|-\rangle,\qquad \langle-|\partial_\phi+\rangle=\tfrac12. \tag{7}$$

The states do not depend on $\rho$ at fixed $\phi$, so $\langle-|\nabla+\rangle=\tfrac12\nabla\phi$. Its integral around a closed path is

$$\oint\langle-|\nabla+\rangle\cdot d\mathbf Q=\tfrac12(2\pi w)=\pi w. \tag{8}$$

This integral is the angle through which the electronic pair has turned. A turn by $\pi$ reverses both vectors. Reversing just one of the two states at the start would change the sign of (8), but not its magnitude.

## The boundary condition on the nuclei

Expand the total wavefunction in the adiabatic states:

$$\Psi=\chi_+(\rho,\phi)|+\rangle+\chi_-(\rho,\phi)|-\rangle. \tag{9}$$

The angles $\phi$ and $\phi+2\pi$ denote the same nuclear geometry. In the fixed electronic basis the components of $\Psi$ are ordinary functions of that geometry, so $\Psi$ must be single-valued. Since both electronic states change sign by (5), both nuclear factors must do the same:

$$\chi_\pm(\rho,\phi+2\pi)=-\chi_\pm(\rho,\phi). \tag{10}$$

An angular factor $e^{ij\phi}$ satisfies (10) when $e^{2\pi ij}=-1$, which gives

$$j=\pm\tfrac12,\ \pm\tfrac32,\ \pm\tfrac52,\ldots \tag{11}$$

These are the half-integer pseudorotation quantum numbers; "half-integer" here means half of an odd integer. The sign change is not an additional force on the nuclei. It fixes which angular functions are admissible.

Antiperiodicity belongs to the real choice of electronic states, while the resulting energies do not. The complex state $|\tilde-\rangle=e^{i\phi/2}|-\rangle$ is single-valued, because its prefactor also changes sign on a circuit. Writing $\chi_-|-\rangle=\tilde\chi|\tilde-\rangle$ gives $\chi_-=e^{i\phi/2}\tilde\chi$, with $\tilde\chi$ periodic. The angular derivative becomes

$$-i\partial_\phi\chi_-=e^{i\phi/2}\left(-i\partial_\phi+\tfrac12\right)\tilde\chi. \tag{12}$$

A periodic factor $e^{il\phi}$ with integer $l$ thus carries angular momentum $l+\tfrac12=j$. The sign has moved from the boundary condition into a gauge potential, the term $\tfrac12$ in (12). A calculation may use either description. An error arises if the real states are combined with periodic nuclear functions, or if the complex states are used without the gauge potential.

## Why the quantum number survives sheet coupling

The boundary condition restricts $j$, but does not by itself show that $j$ is conserved. For that, consider

$$J=-i\partial_\phi+\tfrac12\sigma_y \tag{13}$$

in the fixed electronic basis. The kinetic energy and $\rho^2/2$ are rotationally invariant and contain no electronic matrix, so they commute with $J$. For the coupling, the first part of $J$ gives

$$[-i\partial_\phi,W]=-i\,\partial_\phi W=ik\rho(\sin\phi\,\sigma_z-\cos\phi\,\sigma_x). \tag{14}$$

For the second part, use $[\sigma_y,\sigma_z]=2i\sigma_x$ and $[\sigma_y,\sigma_x]=-2i\sigma_z$:

$$\left[\tfrac12\sigma_y,W\right]=ik\rho(\cos\phi\,\sigma_x-\sin\phi\,\sigma_z). \tag{15}$$

The sum of (14) and (15) is zero, hence $[H,J]=0$ for any $k$. In the fixed basis the nuclear functions are periodic, so $-i\partial_\phi$ has integer eigenvalues, while $\tfrac12\sigma_y$ has eigenvalues $\pm\tfrac12$. The eigenvalues of $J$ are therefore those in (11), found here without any adiabatic state.

To connect the two arguments, place the vectors (4) side by side in a matrix:

$$U=\begin{pmatrix}\cos(\phi/2)&-\sin(\phi/2)\\ \sin(\phi/2)&\cos(\phi/2)\end{pmatrix}=e^{-i\phi\sigma_y/2}. \tag{16}$$

Since $\partial_\phi U=-\tfrac i2\sigma_yU$ and $U$ commutes with $\sigma_y$,

$$U^\dagger(-i\partial_\phi)U=-i\partial_\phi-\tfrac12\sigma_y,\qquad U^\dagger JU=-i\partial_\phi. \tag{17}$$

In the adiabatic basis $J$ is simply the angular derivative, acting on the antiperiodic functions (10). The conserved number and the pseudorotation number are the same $j$, even when both sheets take part in the motion.

The levels come in pairs. $H$ is real, so the complex conjugate of an eigenfunction is an eigenfunction with the same energy. Both terms of $J$ are imaginary, so conjugation turns $j$ into $-j$. As $j$ cannot be zero, these are two different states, and every level is at least twofold degenerate.

## The radial equation

The energies follow from $H$ in the adiabatic basis. The transformation changes $W$ into $k\rho\sigma_z$ and, by (17), shifts the angular derivative. For an angular factor $e^{ij\phi}$, the squared angular momentum in the kinetic energy becomes

$$\left(j-\tfrac12\sigma_y\right)^2=j^2-j\sigma_y+\tfrac14, \tag{18}$$

because $\sigma_y^2=1$. Here $\sigma_y$ and $\sigma_z$ act on the sheet index, with the upper sheet first.

Now set $\chi=\rho^{-1/2}u(\rho)e^{ij\phi}$ to remove the first radial derivative, $u$ having one component per sheet. The two radial terms are

$$\partial_\rho^2(\rho^{-1/2}u)=\rho^{-1/2}\left(u''-\frac{u'}{\rho}+\frac{3u}{4\rho^2}\right), \tag{19}$$

$$\frac1\rho\,\partial_\rho(\rho^{-1/2}u)=\rho^{-1/2}\left(\frac{u'}{\rho}-\frac{u}{2\rho^2}\right). \tag{20}$$

Their sum is $\rho^{-1/2}[u''+u/(4\rho^2)]$. Multiplied by $-\tfrac12$, it contributes $-1/(8\rho^2)$ to the potential. The last term of (18), divided by $2\rho^2$, contributes $+1/(8\rho^2)$, and the two cancel. What remains is

$$\left[-\frac12\frac{d^2}{d\rho^2}+\frac{\rho^2}{2}+k\rho\sigma_z+\frac{j^2-j\sigma_y}{2\rho^2}\right]u=Eu. \tag{21}$$

No approximation has been made. The term with $\sigma_y$ is off-diagonal and transfers amplitude between the sheets. The positive term $1/(8\rho^2)$ is the diagonal correction due to the change of the electronic state with geometry. If it were dropped, the centrifugal numerator on one sheet would be $j^2-\tfrac14$ instead of $j^2$.

## Strong coupling: a rotor in the trough

For large $k$ the nuclei stay near $\rho=k$, where the sheets are $2k^2$ apart. Dropping the off-diagonal term leaves the lower-sheet equation

$$\left[-\frac12\frac{d^2}{d\rho^2}+\frac{(\rho-k)^2}{2}-\frac{k^2}{2}+\frac{j^2}{2\rho^2}\right]u_-=Eu_-. \tag{22}$$

This restricts the trial functions to one sheet at fixed $j$, so by the variational principle its lowest eigenvalue cannot lie below the lowest one of (21).

Put $\rho=k+x$. The centrifugal energy expands as

$$\frac{j^2}{2(k+x)^2}=\frac{j^2}{2k^2}\left(1-\frac{2x}{k}+\frac{3x^2}{k^2}-\cdots\right). \tag{23}$$

In the lowest radial oscillator state, of energy $\tfrac12$, $\langle x\rangle=0$ and $\langle x^2\rangle=\tfrac12$. First-order perturbation theory then gives, at fixed $j$,

$$E_j=-\frac{k^2}{2}+\frac12+\frac{j^2}{2k^2}+\frac{3j^2}{4k^4}+O(k^{-6}). \tag{24}$$

The order of the remainder can be traced. The linear term in (23) is $-(j^2/k^3)x$. Completing the square, $\tfrac12x^2-fx=\tfrac12(x-f)^2-\tfrac12f^2$ with $f=j^2/k^3$, shows that it moves the trough outward by $f$ and lowers the energy by

$$\tfrac12f^2=\frac{j^4}{2k^6}. \tag{25}$$

The $x^4$ term of (23) also enters at order $k^{-6}$. So does the sheet coupling: its magnitude is about $|j|/(2k^2)$ and the gap is $2k^2$, which gives a second-order lowering of about

$$\frac{(j/2k^2)^2}{2k^2}=\frac{j^2}{8k^6}. \tag{26}$$

Expansion (24) therefore needs $k$ to be large and $j$ not too large; by (25), the rotor stretches as it turns faster.

At leading order, the levels $|j|=\tfrac12,\tfrac32,\tfrac52$ are separated by

$$E_{3/2}-E_{1/2}=\frac{9/4-1/4}{2k^2}=\frac1{k^2},\qquad E_{5/2}-E_{3/2}=\frac{25/4-9/4}{2k^2}=\frac2{k^2}. \tag{27}$$

Their ratio is 2. Periodic functions in the same real gauge would give $j=0,\pm1,\pm2$, with gaps $1/(2k^2)$ and $3/(2k^2)$. The ratio would be 3 and the ground state nondegenerate. Degeneracy and spacing thus reveal the boundary condition.

## A worked case

Take the round value $k=4$. The trough has radius 4 oscillator lengths and depth $4^2/2=8$, in units of $\hbar\omega$, as are all energies below. For $|j|=\tfrac12$, equation (24) gives

$$E_{1/2}\approx-8+0.5+\frac{0.25}{32}+\frac{0.75}{1024}=-7.49146. \tag{28}$$

Diagonalizing (1) in a basis of 1406 products of oscillator and fixed electronic states gives $-7.49133$. This reference uses neither adiabatic states nor an angular boundary condition. The approximate value is lower by about $1.2\times10^{-4}$.

The lowest levels for each $|j|$ are:

| $\lvert j\rvert$ | Full (1) | One sheet (22) | Expansion (24) |
|---|---:|---:|---:|
| 1/2 | −7.49133 | −7.49132 | −7.49146 |
| 3/2 | −7.42289 | −7.42277 | −7.42310 |
| 5/2 | −7.29027 | −7.28999 | −7.28638 |
| 7/2 | −7.10015 | −7.09968 | −7.08130 |
| 9/2 | −6.85969 | −6.85903 | −6.80786 |

The coupled equation (21) reproduces the full energies to within $5\times10^{-6}$, the tolerance of the numerical test. The one-sheet energies lie above the full ones, as the variational argument requires. Their error grows from about $1.4\times10^{-5}$ at $|j|=\tfrac12$ to $7\times10^{-4}$ at $|j|=\tfrac92$. The estimate (26) gives $8\times10^{-6}$ and $6\times10^{-4}$. It is the leading term for large $k$, and at $k=4$ it is low by up to a factor of about two.

Expansion (24) deteriorates faster. At $|j|=\tfrac92$ it is too high by $0.052$ relative to the full result. The stretching energy (25), $4.5^4/(2\times4^6)=0.050$, is the largest of the terms of order $k^{-6}$, but its closeness to $0.052$ is partly accidental. The $x^4$ term of (23) is $5x^4j^2/(2k^6)$; with $\langle x^4\rangle=\tfrac34$ it raises the energy by $15j^2/(8k^6)=0.009$, while (26) lowers it by $0.0006$. The three terms together give a lowering of $0.041$, and the remaining $0.010$ comes from higher orders.

The first two gaps are

$$-7.42289+7.49133=0.0684,\qquad -7.29027+7.42289=0.1326. \tag{29}$$

The leading law predicts $1/16=0.0625$ and $2/16=0.125$. The computed ratio is 1.94, close to 2. With periodic functions, the one-sheet equation gives $-7.50000$, $-7.46543$ and $-7.36402$ for $j=0,1,2$. The gaps are then $0.0346$ and $0.1014$, with ratio 2.93. None of these three energies matches a level in the table.

## Where the result holds

At weak coupling the rotor picture fails but the quantum number does not. At $k=0$ the two-dimensional oscillator has lowest energy $|l|+1$ for angular momentum $l$. The lowest level with a given $|j|$ uses $|l|=|j|-\tfrac12$ and has energy $|j|+\tfrac12$, so successive gaps are equal. At $k=0.5$ the full calculation gives $0.774$, $1.608$ and $2.471$ for $|j|=\tfrac12,\tfrac32,\tfrac52$. The gaps are $0.834$ and $0.863$, with ratio 1.03. This is nearly an oscillator ladder, yet each pair of states still carries half-integer $\pm j$.

The topological condition can be isolated on a discretized ring. Electronic eigenvectors are computed point by point and given random signs, as a numerical eigensolver may return them. The hopping between neighbouring points is multiplied by the sign of the overlap of their eigenvectors. Reversing one eigenvector changes two hoppings, so the product of signs around the ring is unaffected, and with it the spectrum. No boundary condition is put in by hand. When the electronic loop encloses the intersection, the lowest values of $j^2$ are $0.25,0.25,2.25,2.25$; when it does not, they are $0,1,1,4$. The decisive property is the winding, not the mere existence of an intersection elsewhere.

Other couplings change the two parts of the result differently. Let the real electronic matrix be $A(\mathbf Q)\sigma_z+B(\mathbf Q)\sigma_x$. Its eigenvectors have the form (4) with $\phi$ replaced by the angle $\theta$ of the vector $(A,B)$. The sign on a loop where this vector does not vanish is then set by the winding of $\theta$. Conservation of $j$ needs more, namely the cancellation of (14) and (15), which a general choice of $A$ and $B$ does not provide. Quadratic coupling, $g[(Q_x^2-Q_y^2)\sigma_z-2Q_xQ_y\sigma_x]$, is an example. It adds three intersections at $\rho=k/g$; a loop around the central one alone still reverses the sign, while on a loop around all four $\theta$ winds $-2$ times and the sign is unchanged. Nondegenerate levels then appear among the doublets. A $\sigma_y$ term, such as spin-orbit coupling can supply, makes the electronic matrix complex, and the argument from real eigenvectors no longer applies.

For the linear model, a one-surface calculation with continuously followed real states should therefore use antiperiodic nuclear functions around the trough, and should keep the diagonal correction $1/(8\rho^2)$. Without that term the three lowest levels at $k=4$ lie $0.008$ to $0.009$ too low, and the $|j|=\tfrac12$ level falls at $-7.50000$, the value found above for periodic $j=0$. The numerical check compares this choice with the full two-state problem.

## Table of computed values

```
Lower-state sign and |coupling circulation| (rad):
  enclosing, one turn: sign -1, circulation 3.14159
  enclosing, two turns: sign +1, circulation 6.28318
  not enclosing: sign +1, circulation 0.00000
Ring rotor j^2, enclosing (dimensionless): [0.25  0.25  2.25  2.25  6.249]
Ring rotor j^2, not enclosing (dimensionless): [0. 1. 1. 4. 4.]
Strong coupling k (dimensionless): 4.0
Trough radius (oscillator lengths): 4.0
Jahn-Teller energy k^2/2 (hbar omega): 8.000
Full basis dimension (states): 1406
Largest element of [H,J] (hbar omega): 1.1e-13
Largest splitting within +-j pairs (hbar omega): 1.1e-14
Levels (hbar omega): |j|, full, coupled radial, one sheet, k^-4 law
  0.5  -7.491331  -7.491332  -7.491318  -7.491455
  1.5  -7.422888  -7.422889  -7.422773  -7.423096
  2.5  -7.290275  -7.290275  -7.289995  -7.286377
  3.5  -7.100154  -7.100155  -7.099685  -7.081299
  4.5  -6.859685  -6.859686  -6.859029  -6.807861
Wrong periodic choice, one-sheet levels (hbar omega):
  j = 0: -7.500001
  j = 1: -7.465427
  j = 2: -7.364024
Strong gap 1/2 to 3/2 (hbar omega): 0.068443
Leading-law gap 1/k^2 (hbar omega): 0.062500
Strong gap 3/2 to 5/2 (hbar omega): 0.132614
Strong gap ratio (dimensionless): 1.9376
Weak coupling k (dimensionless): 0.5
  lowest weak level, |j| = 0.5 (hbar omega): 0.773787
  lowest weak level, |j| = 1.5 (hbar omega): 1.608209
  lowest weak level, |j| = 2.5 (hbar omega): 2.470845
Weak gap ratio (dimensionless): 1.0338
Correction test: k = 10.0, |j| = 1.5 (dimensionless)
  computed remainder (hbar omega): 1.6932e-04
  k^-4 prediction (hbar omega): 1.6875e-04
```
